# Counting dangling bonds on the Si(111)-7x7 surface

## The problem

An atom in bulk silicon has four bonds. At a surface some of these four valences find no partner. A *dangling bond* here means a valence of a fourfold atom that is not used in a two-centre bond. It is an orbital to be counted, whatever number of electrons it holds.

Crystalline silicon is cut perpendicular to a [111] direction through the vertical bonds, so that one bond is broken per 1x1 surface cell. The clean surface then rebuilds itself with a cell of 7x7 surface periods. Take the dimer-adatom-stacking-fault (DAS) model of this reconstruction. From below it consists of:

- a complete **base layer**, with one atom at each point of the triangular surface lattice, each bonded to three atoms below it;
- a **dimer layer**, with atoms directly above the base atoms, except at the corner of the 7x7 cell, where the atom is missing (the corner hole);
- a **rest layer**, whose atoms each sit above the centre of a small lattice triangle and bind to the three dimer-layer atoms at its corners;
- **adatoms**, each bonded to three neighbouring rest-layer atoms and placed directly above a dimer-layer atom (the T4 site).

The short diagonal divides the cell into two triangular halves of side 7. In each half the rest layer fills all small triangles of the orientation that is in the minority there. Neighbouring dimer-layer atoms on the borders of the halves pair up into dimers. In each half the adatoms form a local 2x2 pattern that starts at the corners.

(a) How many atoms do the rest layer and the dimer layer contain, and why is one half a stacking fault?

(b) How many dimers are there?

(c) How many dangling bonds does the cell have on the ideal surface, and after each stage of the reconstruction?

(d) Could more T4 adatoms lower the number further?

(e) What are the dangling-bond densities in cm\(^{-2}\)?

(f) Would counting neighbours by distance in a relaxed structure give the same answer?

## Hints

1. Use lattice coordinates \((u,v)\), meaning the position \(u\mathbf a_1+v\mathbf a_2\) with 60° between the two surface vectors. A triangle of side \(n\) contains small triangles of two orientations in unequal numbers.
2. Ask how many rest-layer neighbours a dimer-layer atom has inside a half, on a border and at a corner.
3. Each dimer-layer atom spends one valence on the base atom below. Balance the remaining three against the rest layer and the dimers.
4. An adatom removes three dangling bonds and brings one of its own.
5. For part (d), try to cover every rest-layer atom, beginning in a corner of one half.
6. For part (f), find the height of an adatom above the atom directly beneath it.

## Full solution

### (a) Layers and stacking fault

Let the side be \(n\), with \(n=7\) at the end. The base atoms have integer coordinates. One half of the cell has corners \((0,0)\), \((n,0)\) and \((0,n)\). Its small triangles are of two kinds:

- centres \((i+\tfrac13,\,j+\tfrac13)\) with \(i,j\ge0\) and \(i+j\le n-1\), which number \(n+(n-1)+\dots+1=n(n+1)/2\);
- centres \((i+\tfrac23,\,j+\tfrac23)\) with \(i,j\ge0\) and \(i+j\le n-2\), which number \(n(n-1)/2\).

The second kind is the minority. The other half follows by inversion through the cell centre, which exchanges the two orientations, so there the first kind is the minority. The rest layer therefore contains

\[
N_{\rm rest\,layer}=2\cdot\frac{n(n-1)}{2}=n(n-1)=42 .
\]

Because the two minorities have opposite orientation, the two halves are stacked differently. Consider a vertical bond between a base atom and the dimer-layer atom above it. The base atom has three bonds going down and the dimer-layer atom has three going up. In diamond these two sets are staggered, rotated by 60° about the vertical bond. If the rest layer is staggered in one half, reversing the triangle orientation makes it eclipsed in the other. The eclipsed half is the stacking fault.

Now look at the dimer layer. The triangle with centre \((i+\tfrac23,j+\tfrac23)\) has the corners

\[
(i+1,\,j),\qquad (i,\,j+1),\qquad (i+1,\,j+1).
\]

An interior point of the half is a corner of three such triangles. A border point \((k,0)\) with \(1\le k\le n-1\) can only be the first corner, with \(i=k-1\), \(j=0\), so it belongs to one triangle. The other two borders behave in the same way by threefold symmetry. The point \((0,0)\) belongs to none, since each of the three assignments would need a negative \(i\) or \(j\).

An atom at the cell corner would thus have no rest-layer neighbour. It would hold one bond, to the base atom below, and three dangling bonds. Removing it eliminates these three and exposes one on the base atom, a net gain of two. With the corner atom absent,

\[
N_{\rm dimer\,layer}=n^2-1=48 .
\]

### (b) Dimers

The periodic cell has three distinct borders: two cell edges and the short diagonal. Each carries \(n-1\) dimer-layer atoms, \(3(n-1)=18\) in all. Such an atom has one rest-layer neighbour in each adjoining half and one bond to the base layer. It uses three valences and has one left.

Neighbouring border atoms can pair along the border if \(n-1\) is even, that is, if \(n\) is odd. This gives \(3(n-1)/2=9\) dimers. The same number follows from valence balance. Apart from the bonds to the base layer, the dimer layer has \(3(n^2-1)\) valences. The rest layer takes \(3n(n-1)\) of them, and each dimer takes two:

\[
3(n^2-1)=3n(n-1)+2N_{\rm dimer}.
\]

Solving for the number of dimers,

\[
N_{\rm dimer}=\tfrac32\left[n^2-1-n^2+n\right]=\tfrac32(n-1)=9 .
\]

The agreement shows that the dimers leave no free valence in the dimer layer.

### (c) The count, stage by stage

**Ideal surface.** Each of the \(7^2\) top atoms has three bonds down and one broken bond, so \(D_{\rm ideal}=49\). This depends on the chosen cut. A cut through the three slanted bonds per cell would leave three dangling bonds per 1x1 cell.

**Fault and corner hole, no dimers or adatoms.** There is one dangling bond on each of the 42 rest-layer atoms, one on each of the 18 border atoms, and one on the base atom under the corner hole:

\[
42+18+1=61 .
\]

This is more than on the ideal surface. The fault thins out the rest layer by seven atoms, but its borders cost 18 valences.

**With dimers.** The 18 border valences pair up, leaving \(61-18=43\).

**With adatoms.** Label the rest-layer atoms of the first half by \((i,j)\), with \(i+j\le5\). The T4 adatom labelled \((i,j)\) binds the three atoms

\[
(i,j),\qquad (i+1,j),\qquad (i,j+1).
\]

Their centroid is the lattice point \((i+1,j+1)\), so the adatom does lie above a dimer-layer atom. The local 2x2 pattern takes \(i\) and \(j\) both even with \(i+j\le4\):

\[
(0,0),\ (2,0),\ (4,0),\ (0,2),\ (2,2),\ (0,4).
\]

These six adatoms bind \(3\times6=18\) of the 21 rest-layer atoms. The three left over, \((1,1)\), \((3,1)\) and \((1,3)\), keep their dangling bonds and are called *rest atoms*. The full cell has twice as many of each: 12 adatoms and 6 rest atoms.

Each adatom uses three of its own valences to saturate three below, and keeps one. With \(N_{\rm ad}\) adatoms,

\[
D=43-3N_{\rm ad}+N_{\rm ad}=43-2N_{\rm ad}=43-24=19 .
\]

Sorted by site, the result is

\[
D=12_{\rm\,adatoms}+6_{\rm\,rest\ atoms}+1_{\rm\,corner\ hole}=19 .
\]

The reconstruction removes 30 of 49 dangling bonds, or 61 %. The count was tested on explicit atomic coordinates before relaxation, with two atoms called bonded if their distance lies within 10 % of the bulk bond length. This gave 49, 61, 43 and 19 for the four stages, and 21 if the corner atom is kept, as the argument in (a) requires.

### (d) Why not more adatoms?

The dimer-layer atom directly beneath a T4 adatom must have three rest-layer neighbours, so the adatom cannot sit on a border. The two halves can be treated separately. Since six adatoms use 18 of the 21 atoms in a half, a seventh would require all 21 to be covered without overlap. Suppose that this is possible.

- Atom \((0,0)\) can be covered only by adatom \((0,0)\), which also takes \((1,0)\) and \((0,1)\).
- Atom \((2,0)\) could be covered by adatom \((1,0)\) or \((2,0)\). The first needs atom \((1,0)\), which is taken. Adatom \((2,0)\) is forced, and it takes \((3,0)\) and \((2,1)\).
- Atom \((1,1)\) could be covered by adatom \((1,1)\), \((0,1)\) or \((1,0)\). These need atoms \((2,1)\), \((0,1)\) and \((1,0)\) respectively, and all three are taken.

Atom \((1,1)\) stays uncovered, which contradicts the assumption. Six adatoms per half is the maximum, and 19 is the smallest number of dangling bonds that T4 adatoms can reach on this framework of fault, dimers and corner hole. An exhaustive enumeration finds one way to place six adatoms in a half, the pattern above, and none to place seven.

This is a statement about packing, not about energy. It does not exclude other frameworks with fewer dangling bonds per unit area, and the first variation gives examples.

### (e) Densities

With the cubic lattice parameter \(a=0.5431\) nm, the surface period is \(a_s=a/\sqrt2=0.3840\) nm. A 60° rhombus of side \(a_s\) has the area \(\tfrac{\sqrt3}{2}a_s^2\), so the 7x7 cell has the area

\[
A=49\cdot\frac{\sqrt3}{2}\,a_s^2=49\cdot\frac{\sqrt3}{4}\,a^2=6.258\ \text{nm}^2 .
\]

Since \(1\ \text{nm}^{-2}=10^{14}\ \text{cm}^{-2}\),

\[
\frac{49}{A}=7.83\times10^{14}\ \text{cm}^{-2},\qquad
\frac{19}{A}=3.04\times10^{14}\ \text{cm}^{-2}.
\]

**The real surface.** The 7x7 cell is what clean, well annealed Si(111) shows, up to roughly 1100 K, and the lattice parameter is that of silicon. Real samples depart from the perfect cell in several ways, sized here with rough or chosen values:

- A missing adatom frees three valences and takes one away, raising the count from 19 to 21. If 1 % of the adatoms are missing, the average rises by \(0.01\times12\times2=0.24\) per cell, about 1.3 % of 19.
- A miscut of 0.1° with steps one bilayer period high (0.3136 nm) gives terraces \(0.3136/\tan0.1^\circ\approx180\) nm wide. One row of 7x7 cells per terrace occupies 1.3 % of the surface. If disorder at a step is confined to one such row, this is the share of the area where the count is in doubt.
- With a rough expansion coefficient of \(4\times10^{-6}\) K\(^{-1}\), heating by 800 K lowers the density by about 0.6 % through the larger area. The number per cell stays the same as long as the reconstruction survives.

Adsorbed gas can matter far more. Each monovalent atom that binds to one dangling orbital lowers the count by one, so the result applies to a clean surface.

### (f) The trap in counting by distance

Let \(d=\sqrt3\,a/4=0.2352\) nm be the bulk bond length. A slanted bond makes the tetrahedral angle, whose cosine is \(-\tfrac13\), with the vertical bond at the same atom. Its height difference is therefore \(d/3\). The rest layer lies \(d/3\) above the dimer layer, and an adatom with ideal bond lengths lies another \(d/3\) higher. Its distance from the atom directly beneath is

\[
\frac{2d}{3}=0.1568\ \text{nm},
\]

much shorter than a bond. The two atoms must move apart. A simple estimate of how far comes from the Keating force field,

\[
E=\frac{3}{8d^2}\left[\alpha\sum_{\rm bonds}\left(r^2-d^2\right)^2
+\beta\sum_{\rm angles}\left(\mathbf r\cdot\mathbf r'+\tfrac{d^2}{3}\right)^2\right].
\]

Here \(\mathbf r\) and \(\mathbf r'\) are bond vectors from a common atom, \(\alpha\) resists stretching and \(\beta\) resists bending. Both sums vanish in bulk diamond. The ratio is set to the round value \(\beta/\alpha=0.3\), and the deepest layer of the slab is held fixed. The list of bonds is an input, so the relaxation gives distances but cannot decide which atoms are bonded.

After relaxation the bond lengths run from 0.220 to 0.248 nm, with a largest change of 6.4 % relative to \(d\). The adatom lies about 0.23 nm from the atom beneath it, slightly less than a bulk bond length, although no bond was assigned to this pair. The next shortest non-bonded distance is 0.340 nm.

These distances belong to a thin slab and to the chosen stiffness ratio. Adding deeper layers shifts them by at most about 0.0015 nm at \(\beta/\alpha=0.3\), and by about 0.002 nm at 0.2. Changing \(\beta/\alpha\) matters more: between 0.2 and 0.5 the largest bond-length change runs from about 5 to 9 %, and the distance from the adatom to the atom beneath it from about 0.226 to 0.235 nm. The count that follows is the same at 0.2, 0.3 and 0.5.

Suppose that every pair closer than \(1.2\,d=0.282\) nm is now called a bond. All true bonds pass, and so do the 12 pairs of an adatom and the atom beneath it, but nothing else does. Each adatom appears to have four neighbours, and its dangling bond vanishes from the count:

\[
19-12=7 .
\]

This leaves the 6 rest atoms and the corner hole. The result is inconsistent as a valence count, because the atom beneath each adatom now has five neighbours but four valences. In two-centre counting those four are already spent on three rest-layer atoms and one base atom, so the adatom's fourth orbital has no partner. The two atoms may still interact, which can shift the energy of that orbital, but it remains one of the 19.

The force field contains no electrons, and its distances are not a prediction of the measured geometry. What it shows is that a neighbour count by distance can fail here even though, at the chosen stiffness ratio, every assigned bond stays within 7 % of its bulk length.

## Variation 1: other odd cells

*Find the number of dangling bonds of the DAS cell of odd side \(n\ge3\). Does it explain why silicon chooses \(n=7\)?*

Write \(n=2m+1\). The even labels \(i=2p\), \(j=2q\) with \(i+j\le n-3\) satisfy \(p+q\le m-1\), so each half has \(m(m+1)/2\) adatoms. The rest atoms in each half number

\[
\frac{n(n-1)}{2}-3\,\frac{m(m+1)}{2}
=m(2m+1)-\frac{3m(m+1)}{2}=\frac{m(m-1)}{2}.
\]

Adding both halves and the corner hole,

\[
D(n)=m(m+1)+m(m-1)+1=2m^2+1=\frac{(n-1)^2}{2}+1 .
\]

This gives 3, 9, 19, 33 and 51 for \(n=3,5,7,9,11\), and explicit coordinates for these five cells give the same numbers. Per 1x1 cell,

\[
\frac{D(n)}{n^2}=\frac12-\frac1n+\frac{3}{2n^2}.
\]

With \(x=1/n\), the derivative with respect to \(x\) is \(-1+3x\), which is negative for \(x<\tfrac13\). The ratio therefore grows with \(n\), from 0.333 at \(n=3\) through 0.388 at \(n=7\) towards \(\tfrac12\). The limit is that of a plain 2x2 adatom pattern, with one adatom and one rest atom per four surface cells. The formula and its limit belong to this pattern. It is the densest T4 packing up to \(n=11\), but not beyond: for \(n=13\) a half can hold 22 adatoms instead of 21, so the minimum property of part (d) does not carry over to large cells.

Dangling bonds alone would thus favour \(n=3\) within this family. The choice of \(n=7\) must involve other energies that change with \(n\), such as those of strain, the faulted area, the dimer borders and the corner holes. Counting cannot supply them.

## Variation 2: electrons in the nineteen orbitals

*How many electrons occupy the dangling bonds of a neutral 7x7 cell, and can the surface be an ordinary band insulator?*

A neutral silicon atom brings one electron per valence. Each bond uses two valences and holds two electrons, so each unused valence leaves one electron over. The 19 orbitals share 19 electrons.

They need not be shared evenly. Assume that the rest-atom and corner-hole orbitals lie lower in energy than the adatom orbitals and are doubly filled. They then hold

\[
2\,(6+1)=14
\]

electrons, and \(19-14=5\) remain for the 12 adatom orbitals. This level order is an assumption that the geometry does not provide. It shows why a dangling bond is not the same as an unpaired spin: seven of the 19 orbitals would carry none.

One conclusion does not depend on the level order. In a band picture with spin degeneracy, each band holds two electrons per cell. An odd number per cell cannot fill a whole number of bands, so at least one band is partly filled and the surface is metallic. The conclusion can fail if magnetic order lifts the spin degeneracy, if a distortion enlarges the cell, if doping or adsorbates change the charge, or if electron repulsion localizes the carriers so that the band picture breaks down.

The numerical output below lists the main counts and densities, together with the distances for the thin slab at \(\beta/\alpha=0.3\).

## Computed results

```
Si lattice parameter: 0.5431 nm
bulk bond length: 0.2352 nm
1x1 surface period: 0.3840 nm
7x7 cell area: 6.258 nm^2
atoms in adatom layer: 12
atoms in rest layer: 42
atoms in dimer layer: 48
atoms in base layer: 49
dimers per cell: 9
wall atoms with two rest-layer neighbours: 18
dimer-layer atoms eclipsed / staggered: 15 / 15
dangling bonds, ideal surface: 49
dangling bonds, fault + corner hole only: 61
dangling bonds, with dimers added: 43
dangling bonds, with adatoms added: 19
  on adatoms / rest atoms / corner hole: 12 / 6 / 1
dangling bonds if corner atom is kept: 21
dangling bonds if one adatom is missing: 21
ways to place 6 / 7 T4 adatoms in one half: 1 / 0
n=3: adatoms 2, rest atoms 0, total 3, per 1x1 cell 0.3333
n=5: adatoms 6, rest atoms 2, total 9, per 1x1 cell 0.3600
n=7: adatoms 12, rest atoms 6, total 19, per 1x1 cell 0.3878
n=9: adatoms 20, rest atoms 12, total 33, per 1x1 cell 0.4074
n=11: adatoms 30, rest atoms 20, total 51, per 1x1 cell 0.4215
dangling-bond density, ideal: 7.830e+14 cm^-2
dangling-bond density, 7x7: 3.036e+14 cm^-2
fraction of dangling bonds removed: 61.2 %
electrons: total 19, in rest atoms + corner hole 14, left 5
Keating bending/stretching ratio (chosen): 0.3
relaxed bond lengths, min / max: 0.2200 / 0.2477 nm
largest bond-length change: 6.4 %
adatom to atom beneath, unrelaxed: 0.1568 nm
adatom to atom beneath, relaxed min / max: 0.2298 / 0.2311 nm
next shortest non-bonded distance: 0.3402 nm
naive count, every pair within 0.2822 nm a bond: 7
missing adatoms (chosen): 1.0 %, extra dangling bonds/cell: 0.24
miscut (chosen): 0.1 deg, step height 0.3136 nm, terrace 180 nm
surface share of one 7x7 row per terrace: 1.3 %
rough expansion 4e-06 1/K over 800 K: density lower by 0.64 %
```
